# Low Spacer Linewidth Roughness Does Not Mean Straight Lines

**Definitions and conventions**

Let \(y\) run along a line and \(x\) across it. A line has a left edge \(a(y)\) and a right edge \(b(y)\), both measured in the \(+x\) direction from a fixed straight reference. Its width and centreline are

\[
w=b-a,\qquad c=\tfrac12(a+b).
\]

Roughness means the standard deviation along the line, in nm; three times that value is quoted for the main results. Linewidth roughness (LWR) is the roughness of \(w\), and line-edge roughness (LER) is that of one edge. The roughness of \(c\) measures how far the line wanders from its intended place.

The lines here are spacers made by self-aligned double patterning. A sacrificial line, the mandrel, is coated with a film of thickness \(t\). A vertical etch leaves the film on the sidewalls, and the mandrel is then removed. Each mandrel leaves two spacers. For the spacer on its right side, the inner edge \(a\) comes from the mandrel edge \(u(y)\), and the outer edge \(b\) from the outer surface of the film.

**The belief and its appeal**

The belief is that a spacer with low LWR is a straight line. It rests on a sound rule for another kind of line. Let the edges have standard deviations \(\sigma_a,\sigma_b\) and covariance \(C\). Expanding the squares gives

\[
\operatorname{var}w=\sigma_a^2+\sigma_b^2-2C,\qquad
\operatorname{var}c=\tfrac14\left(\sigma_a^2+\sigma_b^2+2C\right).
\]

If the two edges are uncorrelated and equally rough, \(C=0\) and \(\text{LWR}=\sqrt2\,\text{LER}\). A quiet width then does imply quiet edges. Width is also convenient to measure, because it needs no external reference.

The covariance is where the argument can break. Adding twice the second equation to half the first removes it:

\[
\sigma_a^2+\sigma_b^2=2\operatorname{var}c+\tfrac12\operatorname{var}w .
\]

The edge roughness is shared between wandering and width variation. A small \(\operatorname{var}w\) says that the edges are alike; it puts no limit on \(\operatorname{var}c\). It remains to find how alike a deposited film makes them.

**What a conformal film does to a rough edge**

Assume that the mandrel sidewall has the same shape at every height, that \(u(y)\) is single-valued, and that the film is perfectly conformal: it fills every point within distance \(t\) of the mandrel. A disc of radius \(t\) centred on the mandrel edge at \(y+s\) reaches, at station \(y\), the position \(u(y+s)+\sqrt{t^2-s^2}\). Discs centred deeper inside the mandrel reach less far. The outer film surface is therefore

\[
v(y)=\max_{|s|\le t}\left[u(y+s)+\sqrt{t^2-s^2}\right].
\]

Write the film width as \(v-u=t+g\), where \(g\) is the excess. Choosing \(s=0\) shows that \(g\ge0\). If the slope nowhere exceeds \(p\) in magnitude, then \(u(y+s)\le u(y)+p|s|\). With \(|s|=t\sin\theta\),

\[
t+g\le\max_\theta\, t\,(p\sin\theta+\cos\theta)\le t\sqrt{1+p^2},
\]

because \((p,1)\) has length \(\sqrt{1+p^2}\) and \((\sin\theta,\cos\theta)\) has length one. So \(0\le g\le t(\sqrt{1+p^2}-1)\), which is at most \(tp^2/2\). The edge may wander by any distance; if its slopes are gentle, the film width hardly changes.

The leading form of \(g\) follows by expanding the bracket for small roughness amplitude:

\[
u+u's+\tfrac12u''s^2+t-\frac{s^2}{2t}+\dots
\]

Setting the derivative with respect to \(s\) to zero gives \(s=tu'/(1-tu'')\), which is of first order in the amplitude. The omitted terms, in \(u'''s^3\) and \(s^4/t^3\), are then of fourth order. Inserting this \(s\) gives

\[
g=\frac{t\,u'^2}{2(1-tu'')}+\dots=\frac{t\,u'^2}{2}\,(1+tu'')+O(u^4).
\]

There is no term linear in \(u\). On an otherwise straight edge, a wiggle of any fixed wavelength is copied to the outer edge with a relative loss that vanishes as its amplitude goes to zero. Ideal conformal growth is thus not a linear low-pass filter, which would attenuate such a wave by a fixed fraction. On an edge that is already rough, a weak added wave of wavelength \(\lambda\) is copied from the shifted point \(y+s\), with \(s\simeq tu'\). The part that stays in phase is then \(\langle\cos(2\pi tu'/\lambda)\rangle\), whatever its amplitude. For the random edge used below this is about 0.63 at 10 nm and 0.89 at 20 nm.

**One wave, long and short**

For \(u=A\cos qy\), with \(q=2\pi/\lambda\), the leading excess is

\[
g\simeq\frac{tA^2q^2}{2}\sin^2qy=\frac{tA^2q^2}{4}\,(1-\cos2qy).
\]

The width varies at half the mandrel's wavelength, and its peak excess \(tA^2q^2/2\) falls as \(1/\lambda^2\). The placement amplitude remains \(A\) to first order.

Take \(t=20\) nm and \(A=1\) nm. At \(\lambda=200\) nm, \(q=0.0314\) nm\(^{-1}\), so the peak excess is \(20\times0.000987/2=0.0099\) nm, about one hundredth of the placement amplitude. Growing the film numerically from the disc rule gives the same value. At 50 nm the disc rule gives 0.156 nm and the leading formula 0.158 nm.

The expansion fails when the mandrel edge is too sharply curved. At the bottom of a valley, where \(u=-A\), the slope is zero and \(u''=Aq^2\). The second derivative of the bracket at \(s=0\) is \(Aq^2-1/t\). If this is positive, film from the valley's flanks reaches further than film from its floor, the fronts meet in a sharp corner, and the wave on the outer edge loses height. This onset is called the cusp condition below, because the curve displaced by \(t\) along the normals of the mandrel edge then develops cusps. The threshold \(tAq^2=1\) corresponds to

\[
\lambda_c=2\pi\sqrt{At},
\]

which is 28.1 nm here. At longer wavelengths the valley floor still wins, since

\[
A(1-\cos qs)\le\tfrac12Aq^2s^2\le\frac{s^2}{2t}\le t-\sqrt{t^2-s^2}.
\]

For a single wave, both ways of producing width variation, squared slope and the meeting of fronts, depend on amplitude and grow towards short wavelength. A long, gentle wave of the mandrel is therefore almost absent from the film width. On a random edge the squared slope also mixes short waves into slow width variation, but in the examples below this stays small beside the slow wandering of the centreline.

**A random edge**

Let \(u\) be a Gaussian random edge with standard deviation \(\sigma\) and mean-square slope \(m^2\). Then \(\langle u'^2\rangle=m^2\) and \(\langle u'^4\rangle=3m^4\), so to leading order

\[
\langle g\rangle=\tfrac12tm^2,\qquad
\operatorname{var}g=\frac{t^2}{4}(3m^4-m^4)=\frac{t^2m^4}{2}.
\]

The slope depends on the roughness spectrum. I take

\[
S(q)=\frac{K\,e^{-q^2\ell^2}}{1+q^2\xi^2},\qquad
\sigma^2=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,S(q),
\]

with correlation length \(\xi\) and short-scale cutoff \(\ell\). To find \(K\), write \(1/(1+q^2\xi^2)=\int_0^\infty e^{-z(1+q^2\xi^2)}dz\), do the Gaussian integral over \(q\), and substitute \(h^2=r^2+z\) with \(r=\ell/\xi\):

\[
\int_{-\infty}^{\infty}\frac{e^{-q^2\ell^2}}{1+q^2\xi^2}\,dq
=\frac{2\sqrt\pi}{\xi}\,e^{r^2}\!\int_r^\infty e^{-h^2}dh
=\frac{\pi}{\xi}E,\qquad E=e^{r^2}\operatorname{erfc}r .
\]

Hence \(K=2\xi\sigma^2/E\). Since \(q^2/(1+q^2\xi^2)=\xi^{-2}[1-1/(1+q^2\xi^2)]\), the mean-square slope is

\[
m^2=\frac1{\xi^2}\left[\frac{K}{2\pi}\frac{\sqrt\pi}{\ell}-\sigma^2\right]
=\frac{\sigma^2}{\xi^2}\left[\frac{1}{\sqrt\pi\,rE}-1\right].
\]

For \(\sigma=1\) nm, \(\xi=30\) nm and \(\ell=3\) nm this gives \(m=0.0767\). The film alone then has a predicted LWR of \(20\times0.0767^2/\sqrt2=0.083\) nm. The disc rule applied to a long simulated edge gives 0.080 nm, on a mandrel edge whose roughness is 1 nm.

**Adding the etch**

Real edges also acquire roughness that the film does not share. Let independent noises \(n_1,n_2\), each of standard deviation \(\epsilon\), act on the two edges:

\[
a=u+n_1,\qquad b=u+t+g+n_2 .
\]

The mandrel edge enters \(w=t+g+n_2-n_1\) only through the small excess \(g\), but it enters \(c\) in full. Therefore

\[
\operatorname{var}w\simeq2\epsilon^2+\tfrac12t^2m^4,\qquad
\operatorname{var}c\simeq\sigma^2+\tfrac12\epsilon^2,
\]

where the small contribution of \(g\) to \(c\) is neglected. To the same accuracy the edge correlation is \(\sigma^2/(\sigma^2+\epsilon^2)\). If \(\epsilon\gg\sigma\) and \(g\) is negligible, the edges become independent and the \(\sqrt2\) rule returns. Spacers on a rough mandrel with a clean etch lie in the opposite limit.

With \(\epsilon=0.3\) nm, the LWR is \(\sqrt{0.18+0.007}=0.432\) nm and the centreline roughness is \(\sqrt{1+0.045}=1.022\) nm. The simulated spacer gives 0.433 nm and 1.021 nm, or \(3\sigma\) values of 1.30 nm and 3.06 nm. Applied to this spacer, the \(\sqrt2\) rule infers an edge roughness of \(0.433/\sqrt2=0.306\) nm. The inner edge actually has 1.048 nm, so the inference is too small by a factor of 3.4.

The cause can be isolated by sliding the outer edge 17.5 µm along the line relative to the inner one. Neither edge changes its own roughness, but their match is lost. The LWR rises from 0.433 to 1.476 nm, the value for independent edges.

Wavelength matters too. For long waves, where \(g\) is negligible, the width has spectrum \(2S_n\) and the centreline \(S+S_n/2\), with \(S_n\) the etch-noise spectrum. With a noise correlation length of 10 nm, the simulated ratio of width power to centreline power is 0.083 for wavelengths above 200 nm, against 0.087 from these spectra. The difference is sampling scatter: this ratio moves by about 0.005 from one random edge to another, and the simulated roughness values move by one or two per cent. Independent edges of equal spectrum would give \(2S/(S/2)=4\). Between 10 and 20 nm the simulated ratio is 0.78. In this example the slow wiggles are thus better hidden from a width measurement than the fast ones. The order depends on the etch noise: if its correlation length is much longer than that of the mandrel edge, slow waves can show more in the width than waves of intermediate length.

**Where the wiggle can be seen**

Removing the mandrel leaves a core space between its two spacers. That space is bounded by edges inherited from the two sides of the mandrel, \(u_R\) and \(u_L\). If their correlation is \(\rho\), the variance of the space width is

\[
\operatorname{var}(u_R-u_L)+2\epsilon^2=2\sigma^2(1-\rho)+2\epsilon^2 .
\]

For \(\rho=0\) this gives a roughness of \(\sqrt{2.18}=1.476\) nm; the simulation gives 1.484 nm. The gap between spacers of neighbouring, independent mandrels also has 1.476 nm. Quiet lines beside rough spaces therefore betray displaced spacers.

Quiet spaces do not prove the reverse. With \(\rho=0.8\) the core-space roughness falls to 0.762 nm. If all mandrel edges snake together, the simulated roughness of line, core space and gap is 0.433, 0.424 and 0.452 nm, while the spacer centreline still has 1.021 nm. No width in that pattern reveals the wandering. The position of an edge or centreline must be measured against a straight reference.

**The numbers beside a real process**

The example represents double patterning from 80 nm to 40 nm pitch, with 20 nm mandrels and spacers, as used with immersion lithography. The dimensions and the 1 nm edge roughness are rough typical values. The etch noise is a round choice that largely sets the computed LWR, so it should be replaced by a value for the process at hand.

Real mandrels can be sharper at short scale. Reducing \(\ell\) to 1 nm, with \(\sigma\), \(\xi\) and \(t\) fixed, raises the film-alone LWR from 0.080 to 0.171 nm. The share of the edge curved beyond the cusp condition rises from 0.5% to 30%. Even then, the film alone gives a width power above 200 nm of only 0.2% of the centreline power; with the etch noise included the ratio is about 9%. Sidewalls may also be rough in height. A ball then replaces the disc, and \(u'^2\) becomes the sum of the squared slopes in both directions. At the steepest point of 1 nm waves of 100 nm wavelength, equal roughness in height doubles the excess from 0.039 to 0.079 nm.

Imperfect conformality can also spoil the cancellation, and it can do so at first order in the roughness. Suppose film thickness responds to the local opening between mandrels, whose width roughness is \(\sqrt2\,\sigma=1.41\) nm for independent edges. A response of \(0.433/1.41=0.31\) nm per nm would by itself produce the computed LWR. This is a threshold for comparison, not an estimate for any film.

The measurement can mislead in both directions. Detection noise of 0.5 nm per edge raises the apparent LWR to \(\sqrt{0.433^2+2\times0.5^2}=0.829\) nm. A finite image, referred to its own mean position, loses long waves: the 1 nm mandrel roughness appears as 0.968 nm in a 1024 nm window and as 0.877 nm in a 256 nm window. If a fitted straight line is removed instead of the mean, the values fall to 0.94 and 0.77 nm. Bending of the spacers after mandrel removal is left out. A sideways shift common to both edges would leave the width unchanged and, if independent of the mandrel's wiggles, would add to the wandering.

A low-LWR specification therefore limits the wandering of the centreline if the edges are known to be nearly independent, though it never detects a constant displacement of the whole line. For spacers copied from a rough mandrel it mainly tests the film and the etch, and centreline or edge placement needs a limit of its own. The full set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
Mandrel pitch 80 nm, mandrel width 20 nm, spacer 20 nm
Mandrel edge: rms 1.00 nm, corr. length 30 nm, cutoff 3 nm
Etch noise per edge: rms 0.30 nm, corr. length 10 nm
Sine A=1 nm, wavelength 400 nm: peak width excess 0.00247 nm, formula 0.00247 nm
Sine A=1 nm, wavelength 200 nm: peak width excess 0.00987 nm, formula 0.00987 nm
Sine A=1 nm, wavelength 100 nm: peak width excess 0.03942 nm, formula 0.03948 nm
Sine A=1 nm, wavelength 50 nm: peak width excess 0.15604 nm, formula 0.15791 nm
Cubic term of width, computed / formula: 0.970
Cusp wavelength for A=1 nm: 28.1 nm
Valley excess at 1.05 and 0.95 of it: 0.0000 and 0.0129 nm
Smooth edge (cutoff 10 nm): mean excess 0.0151 nm, formula 0.0153 nm
Smooth edge: rms excess 0.0215 nm, formula 0.0216 nm
Example edge: rms slope 0.0767
Film alone: mean width excess 0.058 nm, LWR 0.080 nm (leading formula 0.083 nm)
Spacer LWR 0.433 nm (formula 0.432 nm), 3-sigma 1.30 nm
Spacer centreline rms 1.021 nm (formula 1.022 nm), 3-sigma 3.06 nm
Edge rms: inner 1.048 nm, outer 1.039 nm
Correlation of the two edges 0.914 (formula 0.917)
Edge rms inferred by LWR/sqrt(2): 0.306 nm, too small by factor 3.42
Outer edge slid 17.5 um along line: LWR 1.476 nm (independent edges 1.476 nm)
Power ratio width/centreline, wavelengths above 200 nm and 10-20 nm:
  film alone 0.00104 and 0.258
  with etch noise 0.0832 and 0.777; long-wave formula 0.0865
  slid edges, above 200 nm: 4.04
Independent mandrel edges: core-space LWR 1.484 nm, gap LWR 1.476 nm, formula 1.476 nm
Mean core space 20.00 nm, mean gap 19.88 nm
Mandrel edges correlated 0.8: core-space LWR 0.762 nm, formula 0.762 nm
All mandrels snake together: LWR line 0.433, core 0.424, gap 0.452 nm; centreline 1.021 nm
Sharper edge (cutoff 1 nm): film-alone LWR 0.171 nm, long-wave power ratio 0.0022
Share of edge with t*curvature > 1: 0.53 % (example), 30.4 % (sharper edge)
Steepest point, 100 nm waves: excess 0.0394 nm if uniform in height, 0.0785 nm if equally rough in height
Mandrel edge rms seen in a 256 nm window: 0.877 nm
Mandrel edge rms seen in a 1024 nm window: 0.968 nm
LWR read with 0.5 nm detection noise per edge: 0.829 nm
Thickness response to opening that alone would give this LWR: 0.31 nm per nm
```
